# Dresselhaus-Kip-Kittel and Luttinger Parameters from Second-Order Momentum Sums

**Q:** You want to describe the valence top of a diamond-structure crystal by a few constants. Why should energies and momentum matrix elements at $\mathbf k=0$ be enough?

**A:** Because near $\mathbf k=0$ the remote bands can be eliminated. I use Hartree atomic units and write a wave function as $\sum_n f_n(\mathbf r)u_n(\mathbf r)$, where $u_n$ are the eigenfunctions at $\mathbf k=0$, with energies $E_n$, and $f_n$ are slowly varying envelopes. The momentum operator acts on a product as $\mathbf p(fu)=(\mathbf pf)u+f(\mathbf pu)$. Let $\mathbf k$ denote momentum acting on the envelope. Then $p^2/2+V$ becomes

$$H_{mn}=\left(E_n+\tfrac12k^2\right)\delta_{mn}+\mathbf k\cdot\mathbf p_{mn}.$$

The valence top at $E_0$ is the triplet $\Gamma_{25'}$, with real functions $X,Y,Z$ that transform like $yz,zx,xy$. They are even under inversion and $\mathbf p$ is odd, so $\mathbf p$ has no matrix elements within the triplet. The first effect comes through remote states $n$. Their amplitudes, to leading order in $\mathbf k$, are

$$f_n=\frac{1}{E_0-E_n}\sum_{\beta j}\langle n|p_\beta|j\rangle k_\beta f_j .$$

Putting this back into the equation for the triplet gives

$$H_{ij}=\left(E_0+\tfrac12k^2\right)\delta_{ij}+\tfrac12\sum_{\alpha\beta}T_{ij}^{\alpha\beta}k_\alpha k_\beta,\qquad
T_{ij}^{\alpha\beta}=2\sum_n\frac{\langle i|p_\alpha|n\rangle\langle n|p_\beta|j\rangle}{E_0-E_n}.$$

The tensor $T$ is dimensionless: it is measured in units of $\hbar^2/2m$. I have kept the order of $k_\alpha$ and $k_\beta$, which will matter in a magnetic field. The expansion requires $|\mathbf k\cdot\mathbf p_{nj}|\ll|E_0-E_n|$. It fails if a coupled level comes close to the valence top.

**Q:** The sum runs over infinitely many states. Why do only four kinds enter?

**A:** A remote state contributes only if it overlaps one of the nine functions $p_\alpha|j\rangle$. All nine are odd. To sort them further, use the tetrahedral operations, which leave the product $xyz$ unchanged. Since $yz=xyz/x$, the function $X$ transforms under them like $x$, and likewise for $Y$ and $Z$. So $p_\alpha|j\rangle$ is a second-rank tensor built from two vectors, and it splits into four parts:

- The trace $\sum_\alpha p_\alpha|\alpha\rangle$ is invariant and odd, like $xyz$. This is $\Gamma_{2'}$, one state.
- The traceless diagonal combinations form $\Gamma_{12'}$, two states.
- The symmetric combinations, such as $p_y|Z\rangle+p_z|Y\rangle$, transform like $yz$, hence like $x$. Being odd, they form $\Gamma_{15}$, three states.
- The antisymmetric combinations, such as $p_y|Z\rangle-p_z|Y\rangle$, form $\Gamma_{25}$, three states.

The count is $1+2+3+3=9$. Each species occurs once, so each remote level has a single independent momentum constant.

**Q:** Then write the matrix elements. I don't want factors of two hidden in a definition of $G$.

**A:** For one level of each species, with constants $a,b,c,d$,

$$\begin{aligned}
\Gamma_{2'}:&\quad \langle s|p_\alpha|j\rangle=a\,\delta_{\alpha j},\\
\Gamma_{12'}:&\quad \langle w|p_\alpha|j\rangle=b\,w_\alpha\delta_{\alpha j},\\
\Gamma_{15}:&\quad \langle\gamma|p_\alpha|j\rangle=c\,|\epsilon_{\gamma\alpha j}|,\\
\Gamma_{25}:&\quad \langle\gamma|p_\alpha|j\rangle=d\,\epsilon_{\gamma\alpha j}.
\end{aligned}$$

The two $\Gamma_{12'}$ partners have $w=(1,1,-2)/\sqrt6$ and $w=(1,-1,0)/\sqrt2$. Together with $(1,1,1)/\sqrt3$ they form an orthonormal set, so $\sum_w w_\alpha w_\beta=\delta_{\alpha\beta}-\tfrac13$.

Now sum over all levels of each species and define

$$F=\sum\frac{2|a|^2}{E_0-E},\quad G=\sum\frac{2|b|^2/3}{E_0-E},\quad H_1=\sum\frac{2|c|^2}{E_0-E},\quad H_2=\sum\frac{2|d|^2}{E_0-E}.$$

For $\Gamma_{12'}$ the squared element $|\langle w|p_x|X\rangle|^2$, summed over both partners, is $\tfrac23|b|^2$. Its contribution to $T_{XX}^{xx}$ is therefore $2G$. The tensor becomes

$$T_{ij}^{\alpha\beta}=\left[F+3G\left(\delta_{\alpha\beta}-\tfrac13\right)\right]\delta_{\alpha i}\delta_{\beta j}
+\sum_\gamma\left[H_1|\epsilon_{\gamma\alpha i}||\epsilon_{\gamma\beta j}|+H_2\epsilon_{\gamma\alpha i}\epsilon_{\gamma\beta j}\right].$$

The elements that we need are

$$T_{XX}^{xx}=F+2G,\qquad T_{XX}^{yy}=T_{XX}^{zz}=H_1+H_2,$$

$$T_{XY}^{xy}=F-G,\qquad T_{XY}^{yx}=H_1-H_2.$$

The minus sign before $H_2$ comes from $\epsilon_{zyx}\epsilon_{zxy}=(-1)(+1)$. Elements such as $T_{XX}^{yz}$ and $T_{XY}^{zz}$ vanish, because their two factors would require different partners $\gamma$. The rest follow by permuting the axes.

**Q:** So where are $L$, $M$ and $N$?

**A:** Without a magnetic field the components of $\mathbf k$ commute, and the last two elements simply add:

$$H_{XX}=E_0+\tfrac12k^2+\tfrac12\left[Lk_x^2+M(k_y^2+k_z^2)\right],\qquad H_{XY}=\tfrac12Nk_xk_y,$$

$$L=F+2G,\qquad M=H_1+H_2,\qquad N=F-G+H_1-H_2.$$

This is the Dresselhaus-Kip-Kittel matrix. In this convention the free-electron term $k^2/2$ stands outside $L$ and $M$. A level above the valence top makes its sum negative: it pushes the valence band down.

**Q:** Luttinger's Hamiltonian contains spin-3/2 matrices. There is no spin here yet.

**A:** Add spin $\mathbf S$ and define matrices in the basis $X,Y,Z$ by $(I_\gamma)_{\alpha\beta}=-i\epsilon_{\gamma\alpha\beta}$. They obey the algebra of angular momentum one. Cubic symmetry makes the spin-orbit coupling within the triplet proportional to $\mathbf I\cdot\mathbf S$. I assume that its sign puts $\mathbf J=\mathbf I+\mathbf S$ with $J=3/2$ on top, and take $E_0$ as the energy of that quartet. Spin-orbit effects in the remote states and in the momentum operator are neglected. The energies of interest must also be small compared with the splitting to $J=1/2$.

Multiplying the matrices gives

$$I_\alpha^2=1-|\alpha\rangle\langle\alpha|,\qquad I_xI_y=-|Y\rangle\langle X|,\qquad I_yI_x=-|X\rangle\langle Y|.$$

With $\{AB\}=(AB+BA)/2$, this means $|\alpha\rangle\langle\beta|+|\beta\rangle\langle\alpha|=-2\{I_\alpha I_\beta\}$ for $\alpha\ne\beta$. The orbital Hamiltonian is then

$$H-E_0=\tfrac12\Big[(1+M)k^2+(L-M)\sum_\alpha k_\alpha^2(1-I_\alpha^2)-2N\sum_{\alpha<\beta}\{k_\alpha k_\beta\}\{I_\alpha I_\beta\}\Big].$$

**Q:** You cannot just replace $\mathbf I$ by $\mathbf J$.

**A:** No, each operator has to be projected. The operators $I_\alpha^2-\tfrac23$ and $\{I_\alpha I_\beta\}$ belong to one rank-two tensor. By the Wigner-Eckart theorem, its projection on $J=3/2$ is proportional to the same tensor built from $\mathbf J$. The stretched state, with $I_z=1$ and $S_z=\tfrac12$, fixes the factor: $I_z^2-\tfrac23=\tfrac13$, while $J_z^2-\tfrac54=1$. Hence

$$I_\alpha^2\to\tfrac23+\tfrac13\left(J_\alpha^2-\tfrac54\right),\qquad \{I_\alpha I_\beta\}\to\tfrac13\{J_\alpha J_\beta\}.$$

So $1-I_\alpha^2$ becomes $\tfrac13+\tfrac5{12}-\tfrac13J_\alpha^2=\tfrac34-\tfrac13J_\alpha^2$, and

$$\begin{aligned}
H-E_0={}&\tfrac12\left[1+M+\tfrac34(L-M)\right]k^2-\tfrac16(L-M)\sum_\alpha k_\alpha^2J_\alpha^2\\
&-\tfrac13N\sum_{\alpha<\beta}\{k_\alpha k_\beta\}\{J_\alpha J_\beta\}.
\end{aligned}$$

Luttinger's form describes hole energy, so the electron Hamiltonian is its negative:

$$\begin{aligned}
H-E_0=-\Big[&\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_\alpha k_\alpha^2J_\alpha^2\\
&-2\gamma_3\sum_{\alpha<\beta}\{k_\alpha k_\beta\}\{J_\alpha J_\beta\}+\kappa\,\mathbf J\cdot\mathbf B\Big].
\end{aligned}$$

The second terms give $\gamma_2=-(L-M)/6$, and the third give $2\gamma_3=-N/3$. The first give

$$\gamma_1=-1-M-\tfrac34(L-M)-\tfrac52\gamma_2=-1-M-\tfrac34(L-M)+\tfrac5{12}(L-M).$$

The last two terms add to $-\tfrac13(L-M)$. Therefore

$$\gamma_1=-1-\frac{L+2M}{3},\qquad \gamma_2=-\frac{L-M}{6},\qquad \gamma_3=-\frac N6.$$

**Q:** You have slipped $\kappa$ into the Hamiltonian. Surely it now follows from $L$, $M$ and $N$?

**A:** It does not. Four sums have been compressed into three constants, and a magnetic field reveals the missing combination. For an electron of charge $-1$, the envelope momentum becomes $\mathbf k=\mathbf p+\mathbf A$, so

$$[k_x,k_y]=-i(\partial_xA_y-\partial_yA_x)=-iB_z.$$

Now the order in $H_{XY}$ counts. Write $k_xk_y=\{k_xk_y\}+\tfrac12[k_x,k_y]$ and $k_yk_x=\{k_xk_y\}-\tfrac12[k_x,k_y]$. Then

$$\begin{aligned}
H_{XY}&=\tfrac12\left[(F-G)k_xk_y+(H_1-H_2)k_yk_x\right]\\
&=\tfrac12N\{k_xk_y\}+\tfrac14K[k_x,k_y]=\tfrac12N\{k_xk_y\}-\tfrac i4KB_z,
\end{aligned}$$

$$K=F-G-H_1+H_2.$$

Since $(I_z)_{XY}=-i$, the extra term is $\tfrac14KB_zI_z$. The other axes follow cyclically, giving $\tfrac14K\,\mathbf I\cdot\mathbf B$. It is an orbital moment produced by virtual transitions to the remote states.

The free spin, with $g=2$, adds $\mathbf S\cdot\mathbf B$. In the stretched state $I_z=1$, $S_z=\tfrac12$ and $J_z=\tfrac32$, so the projections are $\mathbf I\to\tfrac23\mathbf J$ and $\mathbf S\to\tfrac13\mathbf J$. The total is

$$\left(\frac K6+\frac13\right)\mathbf J\cdot\mathbf B=-\kappa\,\mathbf J\cdot\mathbf B,
\qquad\text{so}\qquad \kappa=-\frac13-\frac K6.$$

A further cubic term, proportional to $\sum_\alpha J_\alpha^3B_\alpha$, is absent here: the field couples only through $\mathbf I$ and $\mathbf S$, and both project onto $\mathbf J$.

**Q:** I have seen $\kappa$ computed from the three $\gamma$ parameters alone. Is that wrong?

**A:** It is an approximation, and we can find its error. Insert the expressions for the $\gamma$ parameters:

$$\gamma_3+\tfrac23\gamma_2-\tfrac13\gamma_1-\tfrac23
=-\frac N6-\frac{L-M}{9}+\frac13+\frac{L+2M}{9}-\frac23
=-\frac N6+\frac M3-\frac13.$$

Subtract $\kappa=-\tfrac13-K/6$. The remainder is

$$\frac{K-N}{6}+\frac M3=-\frac{H_1-H_2}{3}+\frac{H_1+H_2}{3}=\frac23H_2.$$

Thus

$$\kappa=\gamma_3+\tfrac23\gamma_2-\tfrac13\gamma_1-\tfrac23-\tfrac23H_2 .$$

The shorter relation holds when the $\Gamma_{25}$ contribution is negligible and, as assumed throughout, the remote states have no spin-orbit splitting. The second condition can be the stricter one. In the model crystal below, where $\tfrac23H_2=-0.025$, a splitting of 0.007 hartree in the lowest $\Gamma_{15}$ level (its $J=3/2$ part on top, its centre fixed) moves $\kappa$ from $-0.255$ to $-0.385$. The shorter relation then misses by $0.10$, and a cubic term appears with coefficient $0.06$. Under the same assumptions, all four Luttinger constants together determine the four sums, because $F-G=(N+K)/2$ and $H_1-H_2=(N-K)/2$, while $L$ and $M$ supply the other two equations.

**Q:** Suppose one nearby conduction state dominates. Could I keep $\Gamma_{2'}$ and drop the rest?

**A:** Not for the heavy holes. With $F$ alone, $L=N=K=F$ and $M=0$, so

$$\gamma_1=-1-\frac F3,\qquad \gamma_2=\gamma_3=-\frac F6,\qquad \kappa=-\frac13-\frac F6.$$

For $\mathbf k$ along [100], the hole energy in the Luttinger form is $\tfrac12k^2(\gamma_1+\tfrac52\gamma_2-2\gamma_2J_x^2)$. For $J_x=\pm\tfrac32$ the inverse mass is $\gamma_1-2\gamma_2$, and for $J_x=\pm\tfrac12$ it is $\gamma_1+2\gamma_2$. With $F$ alone the first equals $-1$: that band curves upward like a free electron. It does not describe a hole at all.

With all four sums restored,

$$\gamma_1-2\gamma_2=-1-\frac{L+2M}{3}+\frac{L-M}{3}=-1-M=-1-H_1-H_2.$$

The $\Gamma_{2'}$ states have dropped out. A heavy hole along [100] needs $H_1+H_2<-1$ to bend its band downward, and only $\Gamma_{15}$ or $\Gamma_{25}$ states can supply that.

**Q:** And along [111]?

**A:** There $k_\alpha k_\beta=k^2/3$. Since $\sum_\alpha J_\alpha^2=\tfrac{15}4$, the two $\gamma_2$ terms cancel. If $J_n$ is the component of $\mathbf J$ along $\mathbf k$, then

$$\sum_{\alpha<\beta}k_\alpha k_\beta\{J_\alpha J_\beta\}=\tfrac12k^2\left(J_n^2-\tfrac54\right).$$

The hole energy is $\tfrac12k^2[\gamma_1-2\gamma_3(J_n^2-\tfrac54)]$, which gives inverse masses $\gamma_1\mp2\gamma_3$. The smaller one, for positive $\gamma_3$, is

$$\gamma_1-2\gamma_3=-1-\frac{L+2M-N}{3}=-1-G-\frac{H_1}{3}-H_2.$$

The difference between the directions is governed by

$$\gamma_3-\gamma_2=\frac{L-M-N}{6}=\frac{3G-2H_1}{6}=\frac G2-\frac{H_1}{3}.$$

Neither $F$ nor $H_2$ warps the bands. They are isotropic at this order when $3G=2H_1$.

**Q:** Show me numbers, with the sums actually evaluated.

**A:** Take a model diamond crystal, not a named material, with cubic constant 10 bohr. Its local potential has form factors $-0.11$, $0.02$ and $0.04$ hartree at squared reciprocal lengths 3, 8 and 11, in units of $(2\pi/10\ \text{bohr})^2$. With 137 plane waves, the lowest level of each species contributes as follows. Energies are in hartree above the valence top, and squared elements are in atomic units, summed over partners:

$$\begin{aligned}
\Gamma_{2'}:&\quad -2(0.4154)/0.1391=-5.97,\\
\Gamma_{12'}:&\quad -0.2696/0.3063=-0.880,\\
\Gamma_{15}:&\quad -2(0.29955)/0.12844=-4.66,\\
\Gamma_{25}:&\quad -2(0.0199)/1.063=-0.037.
\end{aligned}$$

In the second line the factor 2 has cancelled, because the summed element yields $2G$. All levels together give $F=-5.987$, $G=-0.881$, $H_1=-4.673$ and $H_2=-0.038$, so the lowest levels carry nearly everything in this model. The $\Gamma_{25}$ sum is small for two visible reasons: its lowest level is far away and its momentum element is weak.

The constants in units of $\hbar^2/2m$ are

$$\begin{aligned}
L&=-5.987-2(0.881)=-7.75,\\
M&=-4.673-0.038=-4.71,\\
N&=-5.987+0.881-4.673+0.038=-9.74,\\
K&=-5.987+0.881+4.673-0.038=-0.47.
\end{aligned}$$

Hence

$$\begin{aligned}
\gamma_1&=-1+(7.75+9.42)/3=4.72,\\
\gamma_2&=(7.75-4.71)/6=0.51,\\
\gamma_3&=9.74/6=1.62,\\
\kappa&=-0.333+0.471/6=-0.255.
\end{aligned}$$

Enlarging the basis to 331 waves changes each of these by less than 0.004. That measures the basis error within the model, not agreement with a real crystal.

**Q:** Why is $K$ so small when $F$ and $H_1$ are not?

**A:** It is a difference of two similar numbers: $F-G=-5.11$ and $H_1-H_2=-4.64$. In $N$ they add; in $K$ they nearly cancel. The orbital part of $\kappa$ is therefore only $+0.08$, against $-0.33$ from the free spin. This also makes $\kappa$ delicate: a one-percent change in $F$ alone shifts it by 0.01, about four percent of its value. The relation without $\Gamma_{25}$ gives $-0.280$, and subtracting $\tfrac23H_2=-0.025$ restores $-0.255$.

The masses show the warping. The heavy-hole mass is $1/(4.711-1)=0.27$ electron masses along [100]. Along [111] it is $1/(-1+0.881+1.558+0.038)=0.68$. The light-hole masses are 0.17 and 0.13.

**Q:** Those masses come from your formulas. What tests the formulas themselves, especially $\kappa$?

**A:** Direct diagonalization at small $\mathbf k$, in a general direction without spin, reproduces the curvatures of the $L,M,N$ matrix to about $10^{-4}$ in units of $\hbar^2/2m$. The same accuracy is found along [100] and [111] with a model spin-orbit splitting of 0.05 hartree in the triplet, applied so that the quartet stays at the spinless valence top. That detail matters, because the denominators are measured from the quartet. If it is allowed to rise by a third of this splitting, the sums change, and the heavy-hole inverse mass along [100] goes from 3.71 to 4.41.

For $\kappa$, the many-band Hamiltonian was diagonalized with noncommuting $k_x,k_y$ in a field of $10^{-8}$ atomic units, and compared with the $4\times4$ Luttinger Hamiltonian in the same finite oscillator space. The levels divided by $B$ agree within $5\times10^{-5}$. Raising $\kappa$ by 0.05 increases the largest discrepancy to 0.07, so the comparison does resolve this parameter. These truncated levels test the operator; they are not converged Landau levels of the crystal. The full values are in the numerical output below.

## Numbers as computed

```
lattice constant = 10.0 bohr
form factor at squared length 3 = -0.110 hartree
form factor at squared length 8 = 0.020 hartree
form factor at squared length 11 = 0.040 hartree
plane waves = 137
lowest remote level of each species (energy above valence top):
  Gamma2': energy = 0.13912 hartree, states = 1
    summed squared momentum element = 0.41540 a.u.
    its part of F = -5.9718 (hbar^2/2m)
  Gamma12': energy = 0.30632 hartree, states = 2
    summed squared momentum element = 0.26962 a.u.
    its part of G = -0.8802 (hbar^2/2m)
  Gamma15: energy = 0.12844 hartree, states = 3
    summed squared momentum element = 0.29955 a.u.
    its part of H1 = -4.6643 (hbar^2/2m)
  Gamma25: energy = 1.06289 hartree, states = 3
    summed squared momentum element = 0.01993 a.u.
    its part of H2 = -0.0375 (hbar^2/2m)
F = -5.9871 (hbar^2/2m)
G = -0.8806 (hbar^2/2m)
H1 = -4.6730 (hbar^2/2m)
H2 = -0.0377 (hbar^2/2m)
L = -7.7484 (hbar^2/2m)
M = -4.7107 (hbar^2/2m)
N = -9.7418 (hbar^2/2m)
K = -0.4712 (hbar^2/2m)
gamma1 = 4.7233 (dimensionless)
gamma2 = 0.5063 (dimensionless)
gamma3 = 1.6236 (dimensionless)
kappa = -0.2548 (dimensionless)
kappa from relation without Gamma25 = -0.2800 (dimensionless)
hole masses [100]: 0.2695, 0.1743 electron masses
hole masses [111]: 0.6775, 0.1255 electron masses
larger basis = 331 plane waves
  gamma1, gamma2, gamma3, kappa = 4.7200, 0.5087, 1.6211, -0.2545
test spin-orbit splitting = 0.050 hartree
test field = 1.0e-08 a.u.; triplet oscillator levels = 4
largest deviation, spinless curvatures = 1.1e-04 (hbar^2/2m)
largest deviation, hole curvatures = 1.1e-04 (hbar^2/2m)
largest deviation, field levels / B = 4.5e-05 a.u.
same with kappa raised by 0.05 = 7.3e-02 a.u.
```
